# Out-of-plane strain of a coherent (001) cubic film, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem and its proof

A calculation of the conduction valleys in a strained film starts with a unit cell. The substrate fixes its two horizontal edges. The vertical edge has to be decided by whoever sets up the calculation, and the valley energies depend on that decision. One could leave the edge at its unstrained length, choose it so that the cell keeps its volume, or let the film settle mechanically. For the model film treated in Part II, these three choices put the vertical valleys below the horizontal ones by about 83, 248 and 145 meV. The theorem below shows that the third choice follows from two elastic constants and the fact that nothing pulls on the top surface.

### Conventions

The film has a relaxed cubic lattice constant $a_f$. It lies on a substrate whose surface has the square lattice constant $a_s$. The axes $x,y,z$ are the cube axes of the film, and $z$ points out of the film, along its normal. The in-plane misfit strain is

$$e=\frac{a_s-a_f}{a_f}.$$

It is positive when the film is stretched in its plane. All strains are measured from the relaxed film, not from the substrate. Dividing by $a_s$ instead would change $e$ by a relative amount of order $e$, which is beyond the accuracy of a linear theory.

If a point of the relaxed film moves by $\mathbf u$, the strain is

$$\varepsilon_{ij}=\tfrac12\left(\frac{\partial u_i}{\partial x_j}+\frac{\partial u_j}{\partial x_i}\right).$$

A diagonal component is a relative change of length. An off-diagonal component is half the change of an angle, so formulas written with the full angle differ from those here by a factor of two.

The stress $\sigma_{ij}$ is the force per area in direction $i$ that acts on a face with outward normal along $j$. Tension is positive. The linear law and the elastic energy per volume are

$$\sigma_{ij}=\sum_{kl}C_{ijkl}\,\varepsilon_{kl},\qquad w=\tfrac12\sum_{ij}\sigma_{ij}\varepsilon_{ij}.$$

The stiffness $C_{ijkl}$ is unchanged when $i$ and $j$ are exchanged, when $k$ and $l$ are exchanged, and when the two pairs are exchanged. The first two properties come from the symmetry of stress and strain, the third from the existence of the energy $w$.

### Assumptions

1. **Coherence.** Each lattice row of the substrate continues into the film, without misfit dislocations. The substrate is flat and so thick that the film does not deform it.
2. **Linear cubic elasticity.** The strains are small, and the film is a stable cubic crystal.
3. **Lateral uniformity.** Far from the edges of the film, all cells at the same height are deformed alike.
4. **Equilibrium.** The film is at rest, and forces acting on its volume, such as its weight, are neglected.
5. **Free surface.** No outside force acts on the flat top surface.

The film is treated as a continuum with bulk elastic constants. The last few atomic layers, whose bonding differs from that of the bulk, are therefore outside the statement.

### Theorem

Write $C_{11}=C_{zzzz}$ and $C_{12}=C_{zzxx}$ for the elastic constants of the film. Under the five assumptions, to first order in $e$,

$$\boxed{\;\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,e,\qquad \varepsilon_{xz}=\varepsilon_{yz}=0\;}$$

The vertical lattice constant is $c=a_f(1+\varepsilon_{zz})$. If the composition of the film changes with height, the same relation holds at each height with the local values of $e$, $C_{11}$ and $C_{12}$.

The proof needs four lemmas. They say which strains are prescribed, which stresses the strains produce, what value the stresses must have, and why the resulting equations can be solved.

### Lemma 1: what the substrate prescribes

*At every height, $\varepsilon_{xx}=\varepsilon_{yy}=e$ and $\varepsilon_{xy}=0$. The three components $\varepsilon_{zz},\varepsilon_{xz},\varepsilon_{yz}$ remain free.*

**Proof.** Since there are no dislocations, the cells of the film can be labelled by three integers $(l,m,n)$, with $n$ counting upwards. Let $\mathbf r(l,m,n)$ be the position of a cell. Lateral uniformity means that the step upwards,

$$\mathbf r(l,m,n+1)-\mathbf r(l,m,n)=\mathbf s(n),$$

depends on $n$ alone. Compare the horizontal step in layer $n+1$ with the one in layer $n$:

$$\mathbf r(l+1,m,n+1)-\mathbf r(l,m,n+1)$$
$$=\big[\mathbf r(l+1,m,n)+\mathbf s(n)\big]-\big[\mathbf r(l,m,n)+\mathbf s(n)\big]$$
$$=\mathbf r(l+1,m,n)-\mathbf r(l,m,n).$$

The upward steps cancel, so the horizontal step is the same in all layers. In the lowest layer it equals the substrate step, of length $a_s$ along $x$. The same argument gives a step $a_s$ along $y$. A length $a_f$ has become $a_s$, hence $1+\varepsilon_{xx}=a_s/a_f=1+e$, and likewise for $y$. The angle between the two steps is still a right angle, hence $\varepsilon_{xy}=0$.

The third edge of the cell is not tied to the substrate. It may change its length, and it may lean over. With $d_i=\partial u_i/\partial z$, the third edge is $a_f(d_x,d_y,1+d_z)$. The horizontal steps stay horizontal, so $\partial u_z/\partial x=\partial u_z/\partial y=0$, and therefore

$$\varepsilon_{zz}=d_z,\qquad \varepsilon_{xz}=\tfrac12 d_x,\qquad \varepsilon_{yz}=\tfrac12 d_y.$$

These are the three free components. $\square$

In a film of varying composition the horizontal step is still $a_s$ at each height, while the relaxed length $a_f$ varies. The misfit $e$ then varies with height, and nothing else in the argument changes.

### Lemma 2: the stresses in a cubic crystal

*With $C_{44}=C_{xzxz}$, the stresses on a horizontal face are*

$$\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy}),$$
$$\sigma_{xz}=2C_{44}\varepsilon_{xz},\qquad \sigma_{yz}=2C_{44}\varepsilon_{yz}.$$

**Proof.** A half turn about the $x$ axis maps a cubic crystal onto itself. It reverses $y$ and $z$, so it multiplies $C_{ijkl}$ by $-1$ once for each index that is $y$ or $z$. As the crystal is unchanged, a component can differ from zero only if the number of such indices is even. There are four indices in total, so the number of indices equal to $x$ is then even as well. Half turns about $y$ and $z$ give the same condition for the other two letters. Each letter must occur an even number of times.

The components that survive are of the types $C_{zzzz}$, $C_{zzxx}$ and $C_{xzxz}$, together with those obtained by exchanging indices within a pair. Components such as $C_{zzxz}$, in which a shear would produce a normal stress, vanish because $x$ occurs once.

A third of a turn about a body diagonal also maps the crystal onto itself. It replaces $x$ by $y$, $y$ by $z$ and $z$ by $x$, so $C_{zzxx}=C_{xxyy}=C_{yyzz}$, and the components of the other two types are equal in the same way. Exchanging the two pairs gives $C_{xxzz}=C_{zzxx}$ and its copies. Hence all components of one type are equal, and three constants $C_{11},C_{12},C_{44}$ remain.

Every cubic crystal has these half turns and third turns. The argument therefore also covers crystals without quarter turns about the cube axes, such as those with the zinc-blende structure.

Now write out the sums. For the normal stress,

$$\sigma_{zz}=C_{zzzz}\varepsilon_{zz}+C_{zzxx}\varepsilon_{xx}+C_{zzyy}\varepsilon_{yy},$$

which is the first formula. For the shear stress there are two equal terms, because the sum runs over both orders of the indices:

$$\sigma_{xz}=C_{xzxz}\varepsilon_{xz}+C_{xzzx}\varepsilon_{zx}=2C_{44}\varepsilon_{xz}.$$

The formula for $\sigma_{yz}$ follows in the same way. $\square$

This form of the stiffness was tested by averaging an arbitrary stiffness tensor over the 48 symmetry operations of the cube. The average had the stated structure.

### Lemma 3: the free surface acts at every depth

*At every height in the film, $\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0$.*

**Proof.** Cut out a block of the film with vertical sides, horizontal area $A$, and its lower and upper faces at heights $z_1$ and $z_2$. By lateral uniformity the stress on the left side equals the stress at the same height on the right side. The outward normals of the two sides are opposite, so the two forces cancel. The same is true of the front and the back.

The upper face has its outward normal along $+z$ and contributes the force $A\,\sigma_{iz}(z_2)$. The lower face has its outward normal along $-z$ and contributes $-A\,\sigma_{iz}(z_1)$. The block is at rest, so

$$A\,\sigma_{iz}(z_2)-A\,\sigma_{iz}(z_1)=0,\qquad i=x,y,z.$$

The three stresses therefore do not depend on height. Choose $z_2$ at the top surface. No outside force acts there, so the stresses vanish at the top and hence everywhere. $\square$

The lemma explains why a condition at the surface determines the strain deep inside the film. A horizontal layer in the interior has nothing above it that could hold it up or press it down, except other layers that are themselves free at the top. The thickness of the film does not enter this argument, although it decides whether the film stays coherent at all. The in-plane stresses $\sigma_{xx}$ and $\sigma_{yy}$ are not covered by the lemma, and they do not vanish. They are balanced sideways, by neighbouring material.

### Lemma 4: stability

*A cubic crystal whose energy rises for every strain satisfies*

$$C_{11}+2C_{12}>0,\qquad C_{11}-C_{12}>0,\qquad C_{44}>0,$$

*and consequently $C_{11}>0$.*

**Proof.** A single shear $\varepsilon_{xz}=\varepsilon_{zx}$ has the energy

$$w=\tfrac12(\sigma_{xz}\varepsilon_{xz}+\sigma_{zx}\varepsilon_{zx})=2C_{44}\varepsilon_{xz}^2,$$

so $C_{44}>0$. For diagonal strains, Lemma 2 and its copies for the other axes give

$$w=\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2)$$
$$\quad+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx}).$$

Each product carries the factor $C_{12}$ and not $\tfrac12C_{12}$, because it arises once from each of its two stresses.

Insert first an equal strain $m$ along all axes. Then $w=\tfrac32C_{11}m^2+3C_{12}m^2=\tfrac32(C_{11}+2C_{12})m^2$, which gives the first condition. Insert next $\varepsilon_{xx}=m$, $\varepsilon_{yy}=-m$, $\varepsilon_{zz}=0$. Then $w=C_{11}m^2-C_{12}m^2$, which gives the second. Finally,

$$C_{11}=\tfrac13\big[(C_{11}+2C_{12})+2(C_{11}-C_{12})\big]>0,$$

since the terms with $C_{12}$ cancel and both brackets are positive. $\square$

### Proof of the theorem

Lemma 3 requires $\sigma_{xz}=0$. By Lemma 2 this reads $2C_{44}\varepsilon_{xz}=0$, and since $C_{44}>0$ the shear $\varepsilon_{xz}$ vanishes. The same holds for $\varepsilon_{yz}$. The cell does not lean.

Lemma 3 also requires $\sigma_{zz}=0$. Insert the in-plane strains of Lemma 1 into the normal stress of Lemma 2:

$$0=C_{11}\varepsilon_{zz}+C_{12}(e+e)=C_{11}\varepsilon_{zz}+2C_{12}e.$$

Since $C_{11}>0$, division is allowed and gives $\varepsilon_{zz}=-2(C_{12}/C_{11})e$. Each of these steps refers to one height only, so the result holds locally in a film of varying composition. $\square$

The two terms have a direct meaning. If the height of the cell were held fixed while its base is stretched, the film would pull its top surface downwards with the stress $2C_{12}e$. The factor two counts the two stretched directions. When the height is released, the cell shortens until the resistance to vertical compression, measured by $C_{11}$, balances this pull. For $C_{12}>0$ a film stretched in its plane becomes thinner, and a film compressed in its plane becomes thicker.

### Remark: pressure on the surface

Suppose that a gas presses on the top with pressure $p$, while the in-plane lattice constant stays at $a_s$. The outside force on the surface points downwards, so $\sigma_{zz}=-p$ at the top and, by the force balance of Lemma 3, at every depth. Then

$$C_{11}\varepsilon_{zz}+2C_{12}e=-p,\qquad \varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}e-\frac{p}{C_{11}}.$$

The correction is the ratio of the pressure to an elastic constant.

Both this formula and the theorem were tested on a column of twelve layers with different elastic constants and misfits. All three components of the displacement were free, and the total energy was minimized. The strain of each layer agreed with the local formula, and the shears vanished.

## Part II. Energy, valleys, a worked example and limits

A cubic film with relaxed lattice constant $a_f$ lies coherently on a (001) substrate with lattice constant $a_s$. The in-plane strain is $e=(a_s-a_f)/a_f$, the normal is $z$, and $C_{11},C_{12},C_{44}$ are the elastic constants of the film. Part I showed that the stresses on horizontal faces vanish, that the cell does not lean, and that

$$\varepsilon_{xx}=\varepsilon_{yy}=e,\qquad \varepsilon_{zz}=-2r\,e,\qquad r=\frac{C_{12}}{C_{11}}.$$

It also gave the stability conditions $C_{11}+2C_{12}>0$ and $C_{11}-C_{12}>0$, and the energy density $w$ for diagonal strains.

### Proposition 1: energy and remaining stress

*The strain of the theorem minimizes the elastic energy at fixed $e$. The relaxed film has*

$$\sigma_{xx}=\sigma_{yy}=Me,\qquad w=Me^2,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.$$

The vertical strain of a coherent (001) film has been derived from its in-plane misfit, two elastic constants and the free top surface. Proposition 1 has been stated but still needs its proof, and the bounds on the strain, the valley splitting, the worked example, the (111) film and the limits of the theory remain.
